# An upper bound on excitation energies coupled to the electron density, part 2

How low must the lowest excitation lie that a weak disturbance of wavevector $\mathbf q\ne0$ can reach in a system of $N$ electrons of mass $m$? The Hamiltonian is

$$H=\sum_{j=1}^{N}\frac{\mathbf p_j^2}{2m}+U(\mathbf r_1,\ldots,\mathbf r_N),$$

with $U$ real and local, and no magnetic field or spin-orbit coupling. Its eigenstates are $|n\rangle$ with energies $E_n$; the ground state $|0\rangle$ is real, normalized and nondegenerate. Angle brackets without a state denote ground-state averages. The disturbance couples through the density operator

$$\rho_{\mathbf q}=\sum_{j=1}^{N}e^{-i\mathbf q\cdot\mathbf r_j}.$$

With $q=|\mathbf q|$ and $F=\langle\rho_{\mathbf q}\rangle$, the elastic line has strength $|F|^2$. It is excluded from the moments, which are not divided by $N$:

$$m_k(\mathbf q)=\sum_{n\ne0}(E_n-E_0)^k|\langle n|\rho_{\mathbf q}|0\rangle|^2.$$

Thus $m_0$ has no dimension and $m_1$ is an energy. Energies are in eV, lengths in nm.

Let $\Delta$ be the lowest excitation energy with nonzero strength. At zero temperature the bound, the f-sum rule and the total strength are

$$\Delta\le\frac{m_1}{m_0},\qquad m_1=\frac{N\hbar^2q^2}{2m},\qquad
m_0=\langle\rho_{\mathbf q}^\dagger\rho_{\mathbf q}\rangle-|F|^2 .$$

If a share $w$ of the strength lies at $\Delta$ and the rest has mean energy $\bar E$, the excess of the bound is

$$\frac{m_1}{m_0}-\Delta=(1-w)(\bar E-\Delta).$$

Section 11 separates out the pair term $G$:

$$m_0=N+G-|F|^2,\qquad
G(\mathbf q)=\Big\langle\sum_{j\ne l}e^{i\mathbf q\cdot(\mathbf r_j-\mathbf r_l)}\Big\rangle .$$

Its single-orbital estimate, for two electrons in one real orbital, is $m_0=2-|F|^2/2$. For a correlated state this can be too large, and the ratio may then fall below $\Delta$.

The final table also lists a nonlocal example from Section 9: one electron in the bond potential of Section 15, with the added term $V=-\lambda|g\rangle\langle g|$, where $\lambda=10$ eV and $g\propto e^{-x^2/4s^2}$ is normalized, with $s=0.05$ nm. Such a potential changes $m_1$.

### 12. Long waves

Take $\mathbf q$ along $x$ and let $X=\sum_jx_j$. For a localized system, expand

$$\rho_q=N-iqX-\frac{q^2}{2}\sum_jx_j^2+\cdots .$$

The constant $N$ does not connect different states. Hence, for $n\ne0$, $\langle n|\rho_q|0\rangle=-iq\langle n|X|0\rangle+O(q^2)$, and completeness gives

$$m_0=q^2\sum_{n\ne0}|\langle n|X|0\rangle|^2+\cdots
=q^2\left(\langle X^2\rangle-\langle X\rangle^2\right)+\cdots .$$

With $\mathrm{Var}\,X=\langle X^2\rangle-\langle X\rangle^2$, the factors $q^2$ cancel:

$$\lim_{q\to0}\frac{m_1}{m_0}=\frac{N\hbar^2}{2m\,\mathrm{Var}\,X}.$$

Large fluctuations of the total dipole force a low-lying dipole excitation. The expansion assumes that $qx_j$ is small wherever the electrons are found, so it cannot be carried over unchanged to an infinite solid.

### 13. Short waves

For a smooth distribution of positions, the rapidly oscillating integrals $F$ and $G$ vanish as $q\to\infty$. Then $m_0\to N$ and

$$\frac{m_1}{m_0}\to\frac{\hbar^2q^2}{2m}.$$

This is the recoil energy of one free electron at rest. The lowest coupled bound state need not rise with $q$; its strength falls because its matrix element is also the Fourier transform of a smooth function. For a localized system with such a bound state, the bound at short waves is therefore valid but far above $\Delta$.

### 14. A case where the bound becomes tight

Let the electrons move along $x$ in the well $\frac12m\omega_0^2x^2$, with any repulsion that depends on their separations. With the total momentum $P=\sum_jp_j$,

$$[H,X]=-\frac{i\hbar}{m}P,\qquad [H,P]=i\hbar m\omega_0^2X .$$

The repulsion is absent from the second relation because internal forces cancel in pairs. Define $A=m\omega_0X+iP$. Then

$$[H,A^\dagger]=-i\hbar\omega_0P+\hbar m\omega_0^2X=\hbar\omega_0A^\dagger,$$

and the adjoint relation is $[H,A]=-\hbar\omega_0A$. The state $A|0\rangle$ would have the energy $E_0-\hbar\omega_0$, below the ground state, so it must vanish. Since $X=(A+A^\dagger)/(2m\omega_0)$, the state $X|0\rangle$ is proportional to $A^\dagger|0\rangle$ and has the single excitation energy $\hbar\omega_0$.

At leading order in $q$ all strength lies at $\hbar\omega_0$, and the bound tends to that energy. A direct calculation for two repelling electrons with $\hbar\omega_0=10$ eV gives a bound of 10.0002 eV at $q=0.1\ \mathrm{nm^{-1}}$. At $20\ \mathrm{nm^{-1}}$ it is 21.3 eV, because the higher terms of the expansion reach further states.

### 15. A model of one bond pair

Two electrons move on a line in a polar bond, with the wavevector along the bond. Their potential energy is

$$U=v(x_1)+v(x_2)+\frac{C}{\sqrt{(x_1-x_2)^2+a^2}},$$

$$v(x)=-C\left[\frac{1.1}{\sqrt{(x+b/2)^2+a^2}}+\frac{0.9}{\sqrt{(x-b/2)^2+a^2}}\right].$$

Here $C=e^2/4\pi\varepsilon_0=1.440$ eV nm, the bond length is $b=0.15$ nm and the softening length is $a=0.05$ nm. The softening stands in for the missing transverse directions. These are round model parameters.

The Hamiltonian was diagonalized on a grid of 60 points per electron with a spacing of 0.020 nm. A second grid, with 50 points and a spacing of 0.022 nm, changes the lowest singlet excitation by 0.0014 eV. A larger box lowers it by at most 0.001 eV, to 8.910 eV, and lowers the shares of strength given below by up to 0.0003.

That excitation lies at 8.91 eV. The lowest triplet lies at 2.40 eV, well below it. The density operator does not act on spin, so it cannot turn the singlet ground state into a triplet. A calculation in the unrestricted product space confirms that the strength of this state vanishes to rounding error. The energy to compare with the bound is therefore 8.91 eV.

### 16. The bound in numbers

With $\hbar^2/2m=0.03810\ \mathrm{eV\,nm^2}$ and $q=20\ \mathrm{nm^{-1}}$, the first moment is

$$m_1=2\times0.03810\times20^2=30.48\ \mathrm{eV}.$$

The ground state gives $\langle\rho_q^\dagger\rho_q\rangle=1.4886$ and $|F|^2=0.0613$. Hence $m_0=1.4273$ and

$$\frac{m_1}{m_0}=\frac{30.48}{1.4273}=21.4\ \mathrm{eV}.$$

The same procedure at other wavevectors gives the following values. The last column is the share of strength in the lowest coupled state, which stays at 8.91 eV.

| $q$ (nm⁻¹) | $m_0$ | Bound (eV) | Share $w$ |
|---:|---:|---:|---:|
| 2 | 0.0321 | 9.50 | 0.913 |
| 10 | 0.620 | 12.3 | 0.507 |
| 20 | 1.427 | 21.4 | 0.058 |
| 40 | 1.974 | 61.8 | 0.007 |

As a test of the sum rule, $m_1$ was also summed over all calculated singlet states. For these four wavevectors and $q=60\ \mathrm{nm^{-1}}$, the largest relative difference from $N\hbar^2q^2/2m$ is $2.2\times10^{-8}$.

At $q=2\ \mathrm{nm^{-1}}$ the bound exceeds the excitation energy by 0.59 eV. The identity for the excess accounts for this: the remaining 8.7% of the strength has the mean energy

$$\bar E=\frac{9.502-0.9127\times8.911}{0.0873}\approx15.7\ \mathrm{eV}.$$

In the long-wave limit, $\mathrm{Var}\,X=0.00812\ \mathrm{nm^2}$ gives a bound of 9.39 eV. At $60\ \mathrm{nm^{-1}}$ the bound is 137.3 eV, within about 0.1% of the recoil energy.

Keeping the elastic line at $q=2\ \mathrm{nm^{-1}}$ would give $0.3048/3.906=0.078$ eV. This lies below both the singlet and the triplet excitation.

The single-orbital estimate of Section 11 fails as well. At the same $q$, with the density held fixed, $|F|^2=3.874$ gives $m_0=2-1.937=0.063$ and a ratio of about 4.9 eV. This is below the 8.91 eV it was meant to bound. The true $m_0$ is about half as large, because correlation suppresses the fluctuations of the total dipole. The size of this reduction belongs to the model, which is as strongly correlated as a stretched bond. In the hydrogen molecule at its equilibrium length the long-wave reduction along the bond is only about 16%, and the single-orbital ratio of about 13.3 eV stays above the lowest coupled excitation at about 12.7 eV. The numerical output lists the separate moments.

### 17. Comparison with a resist

The bond length of the model is close to that of the carbon-carbon single bonds in PMMA, a polymer resist. Its valence electron density is roughly $280\ \mathrm{nm^{-3}}$, and its main valence loss lies roughly at 20 eV. In a real resist the electron pairs are not isolated, as the model assumes. If all valence electrons were free and shifted by $u$ against a fixed background of density $n$, the field $neu/\varepsilon_0$ would pull them back with the frequency $\omega_p=\sqrt{ne^2/\varepsilon_0m}$. Here $\hbar\omega_p$ is about 20 eV. If this oscillator held all the long-wave strength, the ratio would be about 20 eV in place of 9.39 eV, about twice as large. The electrons of an insulator are not free, and the real ratio is larger. At long waves $m_1/m_{-1}=(\hbar\omega_p)^2/(1-1/\varepsilon)$, where $\varepsilon$ is the electronic dielectric constant, and $m_0^2\le m_1m_{-1}$ then gives $m_1/m_0\ge\hbar\omega_p/\sqrt{1-1/\varepsilon}$. With $\varepsilon\approx2.2$ this is about 27 eV if the valence electrons alone are counted. The 8.91 eV of the model is therefore not a prediction of an absorption edge or a loss peak in PMMA. The inequality still applies to the whole solid at zero temperature with fixed nuclei, if $m_0$ is taken from the solid's own ground state and $N$ counts all electrons, the core electrons included.

The coupling between neighbouring pairs cannot be taken from the point-dipole formula here. The lowest transition has a dipole of $0.0871\,e$ nm, and the stated density puts electron pairs $d=0.193$ nm apart. For two such dipoles in line the formula gives the magnitude

$$\frac{2C\,(0.0871\ \mathrm{nm})^2}{d^3}\approx3\ \mathrm{eV}.$$

The formula requires a spacing much larger than the extent of the charge in each pair. Here the spacing is hardly larger than the bond, so this value is not a reliable estimate, even of the order of magnitude.

### 18. Moving nuclei

Suppose that vibrations shift the whole bond by a random distance $u$ with a Gaussian distribution of zero mean. The density operator acquires the factor $e^{-iqu}$. This cancels in $\rho_q^\dagger\rho_q$, but it reduces the elastic strength to $|F|^2e^{-q^2\langle u^2\rangle}$. The difference becomes inelastic strength at vibrational energies:

$$m_0\to m_0+|F|^2\left(1-e^{-q^2\langle u^2\rangle}\right).$$

At nonzero temperature, transitions that leave an excited vibrational level unchanged are also elastic. The formula omits them, which is a negligible error when $q^2\langle u^2\rangle$ is small, as it is below. In the full Hamiltonian of electrons and nuclei, with electron positions measured in the laboratory frame, the first moment stays $N\hbar^2q^2/2m$, since the nuclear kinetic energy commutes with the electron density. The rigid-shift picture adds a nuclear recoil term of relative order $m/M$, with $M$ the moving mass, about 0.1% for the modes below; it is neglected.

For a mode of quantum $\hbar\Omega$ and mass $M$ at temperature $T$,

$$\langle u^2\rangle=\frac{\hbar^2}{2M\hbar\Omega}\coth\frac{\hbar\Omega}{2k_BT}.$$

Take a light stretch (0.4 eV, 1 u) and a heavy soft mode (0.05 eV, 12 u), both with round parameters, at 400 K. Their root-mean-square shifts are 0.0072 and 0.0075 nm. If both modes shifted the whole bond, they would together lower the ratio by 5.0% at $q=2\ \mathrm{nm^{-1}}$ and by 0.2% at $20\ \mathrm{nm^{-1}}$. The effect is larger at the smaller $q$ because there the elastic line is strong and $m_0$ is small. In a real stretch mainly the light nucleus moves, and the electron pair follows it only in part, so the contribution of the stretch is overestimated here.

The change of meaning matters more than the percentage. Once vibrations are included, the lowest coupled excitation is vibrational. The ratio still bounds that energy at zero temperature, but it no longer guarantees an electronic excitation below it. A bound on electronic energies requires the vibrational strength to be removed together with the elastic line.

### 19. Why zero temperature is required

Consider two levels separated by $\Delta$, with populations $p_0$ and $p_1$ and a squared matrix element $M_{01}$ between them. Upward transitions contribute energy $+\Delta$ and downward transitions $-\Delta$. Without the elastic terms,

$$\frac{m_1}{m_0}=\frac{\Delta M_{01}(p_0-p_1)}{M_{01}(p_0+p_1)}
=\Delta\tanh\frac{\Delta}{2k_BT}.$$

The last step uses $p_1/p_0=e^{-\Delta/k_BT}$. In this two-level system the ratio is smaller than $\Delta$ at any nonzero temperature. The inequality is therefore no longer guaranteed if both signs of energy are counted.

At 400 K, $k_BT=0.0345$ eV. For a quantum of 0.05 eV the hyperbolic tangent is 0.62, and the failure is large. For the electrons of the bond model it is negligible: even the triplet at 2.40 eV, with its three spin states, has a population of about $10^{-30}$ relative to the ground state. In this model the electrons are effectively at zero temperature at 400 K, while the soft vibration is not.

## Table of computed values

```
hbar^2/2m = 0.038100 eV nm^2
e^2/(4 pi eps0) = 1.439965 eV nm
bond length = 0.15 nm, softening length = 0.05 nm
centre charges = 1.1 and 0.9 e
grid: 60 points, spacing 0.020 nm
lowest singlet excitation = 8.911 eV
lowest triplet excitation = 2.403 eV
columns: q (1/nm), m0 total, elastic, m0 inelastic (no unit)
  then m1 from spectrum, m1 from formula (eV)
    2   3.90645   3.87437   0.03208     0.3048     0.3048
   10   2.36691   1.74695   0.61996     7.6200     7.6200
   20   1.48863   0.06133   1.42731    30.4799    30.4799
   40   2.02636   0.05259   1.97377   121.9194   121.9194
   60   1.99823   0.00035   1.99789   274.3187   274.3187
largest relative error of m1 = 2.2e-08
columns: q (1/nm), lowest coupled energy, bound (eV),
  share of strength in lowest state, recoil energy (eV)
    2     8.911     9.502   0.91274     0.152
   10     8.911    12.291   0.50689     3.810
   20     8.911    21.355   0.05758    15.240
   40     8.911    61.770   0.00718    60.960
   60     8.911   137.304   0.00008   137.159
variance of x1+x2 = 0.008115 nm^2
long-wave bound from variance = 9.390 eV
bound at q = 0.1 1/nm = 9.390 eV
ratio with elastic line kept, q = 2 1/nm: 0.0780 eV
triplet strength at q = 20 1/nm = 1.0e-31 (no unit)
harmonic well: quantum set to 10.0 eV
  lowest singlet excitation = 10.0000 eV
  bound at q = 0.1 1/nm = 10.0002 eV
  bound at q = 20 1/nm = 21.2727 eV
nonlocal attraction of 10 eV, one electron, q = 10 1/nm:
  m1 / (hbar^2 q^2/2m) = 1.6779 (no unit)
second grid: excitation changes by 1.4e-03 eV
second grid: bound at 20 1/nm changes by 3.9e-05 eV
rough valence density = 280 1/nm^3
free-electron plasmon energy = 19.65 eV
spacing of electron pairs = 0.193 nm
transition dipole / e = 0.0871 nm
point-dipole coupling of neighbours = 3.06 eV
mode 0.40 eV, mass 1 u: rms shift 0.00723 nm
mode 0.05 eV, mass 12 u: rms shift 0.00749 nm
nuclear motion lowers ratio at q = 2 1/nm by 4.98 %
nuclear motion lowers ratio at q = 20 1/nm by 0.18 %
temperature = 400 K, kT = 0.03447 eV
log10 of triplet/ground population = -29.8
```
